\section*{Energy levels of muonic lead with nuclear size and vacuum polarization, part 3}

We compute the bindings $B=m-E$ of a muon in lead from the Dirac equation; the program is printed after the text. Energies are in MeV, lengths in fm, $\hbar c=197.327$ MeV\,fm; $m$ is the reduced rest energy, included in $E$. Also $K=Z\alpha\hbar c$, $a_\mu=\hbar c/(Z\alpha m)$, $\gamma_\kappa=\sqrt{\kappa^2-(Z\alpha)^2}$, $\gamma=\gamma_{-1}$.

The density is $\rho(s)=\rho_0/(1+e^{(s-c)/a})$, normalized to one, with skin thickness $t_s=4a\ln3$ and $\langle s^2\rangle=\frac35c^2+\frac75\pi^2a^2$. Its potential is
\begin{equation}
V_F(r)=-K\left[\frac{Q(r)}{r}+\int_r^\infty4\pi s\rho\,ds\right],\qquad Q(r)=\int_0^r4\pi s^2\rho\,ds .
\label{VF}
\end{equation}
Electron vacuum polarization multiplies $4\pi/q^2$ by $1+\Pi$, with $\lambda=\hbar c/m_ec^2$:
\begin{equation}
\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1x(1-x)\ln\!\left[1+x(1-x)q^2\lambda^2\right]dx .
\label{Pi}
\end{equation}
This gives the Uehling potential
\begin{equation}
V_U(r)=-K\,\frac{2\alpha}{3}\frac{\lambda}{r}\int_0^\infty s\rho(s)\left[\chi_2\!\left(\frac{2|r-s|}{\lambda}\right)-\chi_2\!\left(\frac{2(r+s)}{\lambda}\right)\right]ds .
\label{VU}
\end{equation}
Here $\chi_n(x)=\int_1^\infty(1+1/2t^2)\sqrt{t^2-1}\,t^{-1-n}e^{-xt}dt$, and
\begin{equation}
\chi_1\!\left(\frac{2d}{\lambda}\right)=\ln\frac{\lambda}{d}-\gamma_E-\frac56+\frac{3\pi d}{4\lambda}+O\!\left(\frac{d^2}{\lambda^2}\right).
\label{short}
\end{equation}
Distances obey $d^2=r^2+s^2-2rsu$, $u$ being the cosine of the angle.

With $x=\ln r$, the large and small radial functions $G,F$ obey
\begin{equation}
\frac{d}{dx}\begin{pmatrix}G\\F\end{pmatrix}=\mathsf M(x)\begin{pmatrix}G\\F\end{pmatrix},\quad \mathsf M=\begin{pmatrix}-\kappa&A\\-C&\kappa\end{pmatrix},\quad A=\frac{r(E-V+m)}{\hbar c},\quad C=\frac{r(E-V-m)}{\hbar c},
\label{xform}
\end{equation}
For a point nucleus $\mathsf M=\mathsf M_0+r\mathsf M_1$ with constant $\mathsf M_0,\mathsf M_1$. The grid has step $h$ in $x$ from $r_0=10^{-4}$ to $r_{\max}=150$ fm. With $V_0=V(0)$, the start values are
\begin{equation}
\kappa<0:\ \frac FG=-\frac{C(r_0)}{2|\kappa|+1},\qquad\kappa>0:\ \frac GF=\frac{A(r_0)}{2\kappa+1},\qquad\text{point: }\frac FG=\frac{\gamma_\kappa+\kappa}{Z\alpha}.
\label{start}
\end{equation}
For solutions at energies $E_1,E_2$, $W=G_1F_2-F_1G_2$ obeys
\begin{equation}
\hbar c\,W'=(E_1-E_2)(G_1G_2+F_1F_2),
\label{wronski}
\end{equation}
Outward and inward solutions meet at $r_m$, the outermost radius with $E-m-V>0$. Newton's step for the mismatch $D(E)=(F/G)_{\rm out}-(F/G)_{\rm in}$ is
\begin{equation}
\delta E=\frac{\hbar c\;G(r_m)\,[F_{\rm out}(r_m)-F_{\rm in}(r_m)]}{\mathcal N}.
\label{update}
\end{equation}
Here $\mathcal N=\int_0^\infty(G^2+F^2)dr$. The search is bracketed between bindings of $1$ and $30$ MeV, and level $n$ must have $n-l-1$ nodes of $G$. The tail decays as $e^{-\nu r}$, $\nu=\sqrt{m^2-E^2}/\hbar c$. For the Fermi 1s state $\langle\beta\rangle=\int(G^2-F^2)dr=0.951575$.

\section{Muonic lead}

The inputs are $Z=82$, a nuclear mass of $208$ u $=193751$ MeV, and the rough measured size of the lead charge distribution, $c\approx6.6$ fm and $t_s\approx2.3$ fm, good to two figures. Then $a=2.3/(4\ln3)=0.52339$ fm, $\rho_0=7.8186\times10^{-4}\ \mathrm{fm}^{-3}$, the rms charge radius is $\sqrt{0.6\times6.6^2+1.4\,(\pi\times0.52339)^2}=5.470$ fm, and $m=105.6584\times193751/(193751+105.6584)=105.6008$ MeV. The potentials $V_F$ and $V_U$ are $-25.790$ and $-0.1261$ MeV at the origin, $-17.584$ and $-0.0769$ MeV at $r=c$, and $-5.904$ and $-0.0154$ MeV at $20$ fm, where $V_F$ has reached $-K/r=-118.077/20$. The bindings in MeV are

\begin{center}
\begin{tabular}{lcccc}
level & point & Fermi & with Uehling & shift\\
1s & 20.992 & 10.559 & 10.626 & 0.0676\\
2s & 5.385 & 3.587 & 3.607 & 0.0194\\
2p$_{1/2}$ & 5.385 & 4.787 & 4.819 & 0.0325\\
2p$_{3/2}$ & 4.837 & 4.603 & 4.633 & 0.0299
\end{tabular}
\end{center}

The 1s ratio to the point value is $10.559/20.992=0.503$ without and $10.626/20.992=0.506$ with the Uehling term. The final 1s binding, $10.63$ MeV, is $3.91\times10^5$ Hartree. The lines 2p$_{1/2}\to$1s and 2p$_{3/2}\to$1s lie at $10.626-4.819=5.807$ MeV and $10.626-4.633=5.993$ MeV for these inputs. They are not predictions for the real atom at this precision: the measured rms charge radius of $^{208}$Pb, about $5.50$ fm, corresponds at the same $t_s$ to $c\approx6.64$ fm, which lowers the 1s binding and both lines by about $0.03$ MeV.

The digits in the table belong to the model with the inputs taken as exact. Raising $c$ to $6.7$ fm at fixed $a$ changes the Fermi 1s binding to $10.486$ MeV, by $-0.073$ MeV, which exceeds the whole Uehling shift. With $c$ known to two figures, that is to $\pm0.05$ fm, this slope leaves the 1s binding uncertain by about $\pm0.04$ MeV: $10.52$ to $10.60$ MeV without and $10.59$ to $10.66$ MeV with the Uehling term, before the uncertainty of $t_s$ is counted. Conversely, at fixed $a$ and within this model a measured 1s level determines $c$, and omitting the Uehling term would displace the inferred $c$ by about $0.1\times0.0676/0.0729=0.09$ fm. The reduced mass matters less than for a point nucleus: by Hellmann--Feynman $dE/dm=\langle\beta\rangle$, so $dB/dm=1-\langle\beta\rangle=0.048$, and the change $105.6584-105.6008=0.058$ MeV in $m$ lowers $B$ by $0.003$ MeV.

The order of the $n=2$ levels differs from the point case. The degeneracy of 2s and 2p$_{1/2}$ is lifted by $1.2$ MeV, 2s lies above both 2p levels, and the fine structure falls from $5.385-4.837=0.548$ MeV to $0.186$ MeV. The size shifts, $1.80$, $0.60$ and $0.23$ MeV for 2s, 2p$_{1/2}$ and 2p$_{3/2}$, follow the ordering suggested by \eqref{start}: the density near the origin starts as $r^2$ in the large component for 2s, as $r^2$ in the small component for 2p$_{1/2}$, and as $r^4$ for 2p$_{3/2}$. These powers suggest the ordering only and do not say which component carries a shift, since the nucleus is not small on the scale of these orbits: for 2p$_{1/2}$ the leading ratio $G/F=A/3$ of \eqref{start} already reaches one near $r=3\hbar c/(E-V_0+m)\approx2.5$ fm, well inside the charge. How each shift divides between the large and the small component is not computed here.

\subsection{Why the binding halves}

The point 1s density $r^{2\gamma}e^{-2r/a_\mu}$ peaks at $\gamma a_\mu=0.80\times3.12=2.5$ fm, where the point potential is $-118.08/2.5=-47$ MeV while $V_F$ is nowhere deeper than $-25.8$ MeV. Perturbation theory around the point state fails: $\langle V_F+K/r\rangle$ in that state is $25.28$ MeV, more than the entire point binding, while the true shift is $10.43$ MeV. The muon responds by spreading out. Its rms radius becomes $9.17$ fm, and the probability inside $r=c$ is $0.40$.

The scale can be read from the opposite limit. A uniform sphere with the same rms radius has $R=\sqrt{5/3}\times5.470=7.062$ fm, and \eqref{VF} with $Q=r^3/R^3$ gives $V=-3K/2R+Kr^2/2R^3$ inside. Read as an oscillator, $m\omega^2/c^2=K/R^3$, so $\hbar\omega=\hbar c\sqrt{K/mR^3}=11.119$ MeV and
\begin{equation}
B_{\rm osc}=\frac{3K}{2R}-\frac32\hbar\omega=25.081-16.679=8.40\ \text{MeV}.
\end{equation}
Continued outside the sphere, the parabola lies above $-K/r$ by $K(r-R)^2(r+2R)/(2R^3r)\ge0$, so for the Schr\"odinger equation $B_{\rm osc}$ is a lower bound on the binding in the uniform sphere. For the Dirac equation with the Fermi shape it is an estimate; the program asserts that it lies below the computed value, of which it is $80\,\%$. The excess of the parabola over $-K/r$ beyond $R$ lowers the estimate; how much of the deficit is due to it, and how much to the relativistic and shape corrections, is not computed here. The binding is thus a difference between a finite depth of $25$ MeV and a localization energy, and nothing in it singles out one half.

Scaling $c$ and $a$ by a common factor at fixed $Z$ confirms the cause. The binding is $14.29$, $19.73$, $20.982$ and $20.989$ MeV for the factors $0.5$, $0.1$, $0.004$ and $0.002$, rising monotonically to $20.992$ MeV, which the program asserts. At half size the ratio to the point value is already $0.68$. The approach follows a power law. For a nuclear size $R\ll\hbar c/m$, the terms $r(E\pm m)/\hbar c$ in \eqref{xform} are negligible against $rV/\hbar c$ for $r$ of order $R$, and $rV$ depends only on $r/R$. The solution just outside is then $r^\gamma u_++\zeta R^{2\gamma}r^{-\gamma}u_-$, with $u_\pm$ the eigenvectors of $\mathsf M_0$ and $\zeta$ a pure number depending on $Z\alpha$ and the shape. Its Wronskian with the point solution $r^\gamma u_+$ is the constant $\zeta R^{2\gamma}$ times that of $u_+$ and $u_-$, and \eqref{wronski} integrated outward makes the energy shift proportional to it: $\Delta B\propto R^{2\gamma}$ at leading order, with relative corrections of order $Rm/\hbar c$. The two smallest nuclei give the exponent $1.591$ against $2\gamma=1.602$, and clearly not the nonrelativistic value $2$. That the remaining $0.011$ is the $Rm/\hbar c$ correction is plausible by its order but is not tested.

\subsection{The size of the Uehling shift}

At first order the shift is the average of $(K/d)(2\alpha/3\pi)\chi_1(2d/\lambda)$ over the muon and charge densities. All relevant $d$ are small against $\lambda$, so \eqref{short} applies. Using $K\langle1/d\rangle=|\langle V_F\rangle|$ and $\langle1\rangle=1$,
\begin{equation}
\Delta B\simeq\frac{2\alpha}{3\pi}\left\{|\langle V_F\rangle|\left[\ln\frac{\lambda}{d^*}-\gamma_E-\frac56\right]+\frac{3\pi K}{4\lambda}\right\},\qquad\ln d^*=\frac{\langle d^{-1}\ln d\rangle}{\langle d^{-1}\rangle}.
\label{logshift}
\end{equation}
The angular average over two shells follows from $d\,dd=-rs\,du$ as before: it is $(2rs)^{-1}\int\ln d\,dd=(2rs)^{-1}[d\ln d-d]$ between $|r-s|$ and $r+s$. The double integral gives $d^*=6.262$ fm. Then $\ln(386.159/6.262)-0.5772-0.8333=2.7112$, the logarithmic term is $0.001549\times2.7112\times15.81=0.0664$ MeV, the linear term is $0.001549\times(3\pi/4)\times118.08/386.16=0.0011$ MeV, and the sum $0.06749$ MeV differs from $-\langle V_U\rangle=0.06747$ MeV by $3\times10^{-4}$ of the latter; the program asserts agreement to $10^{-3}$. The choice of average matters. Replacing $d^*$ by an rms distance drops the weight $1/d$, which favours small $d$, and also trades a logarithmic mean for a quadratic one; both changes enlarge the distance, and their separate shares are not computed here. The rms separation, $\sqrt{9.166^2+5.470^2}=10.674$ fm (the cross term averages to zero), put in place of $d^*$ gives a logarithmic term of $0.0533$ MeV instead of $0.0664$ MeV; with the linear term the sum is $0.0544$ MeV, $19\,\%$ below the first-order value. The shift is $0.43\,\%$ of $|\langle V_F\rangle|$ but $0.64\,\%$ of $B$, because $|\langle V_F\rangle|=15.81$ MeV is $1.5$ times the binding.

\section{Failure modes}

The bracket and the box are tied together. The tail start needs $m-E+V(r_{\max})>0$, that is $B>K/r_{\max}=118.08/150=0.79$ MeV, and the upper bracket of $1$ MeV binding respects this. Levels bound by about $1$ MeV or less, at high $n$ or in light nuclei, need a larger $r_{\max}$ and a rescaled bracket; $\nu r_{\max}$ should stay large and $\nu r_{\max}h$ small, which on a purely logarithmic grid forces $N$ up. At such radii \eqref{logshift} loses accuracy as $d^2/\lambda^2$, although \eqref{VU} stays valid, and the spline knots must be extended with the box.

The start values must match the potential at $r_0$. The finite-nucleus ratios in \eqref{start} assume $r_0\ll c$ and $r_0|V_0|\ll\hbar c$, and the point ratio needs $Z\alpha<|\kappa|$ for a real $\gamma_\kappa$. Adding the point-charge Uehling term to a point Coulomb potential makes $rV$ diverge logarithmically by \eqref{short}, so no power-law start exists; that case must be treated at first order or with a finite nucleus. The node argument uses $E-V+m>0$, which holds for any attractive potential and $E>-m$, and fails for a strongly repulsive one.

Matching at a point where $G$ nearly vanishes puts the iteration next to a pole of $D$, where $D\approx a_0/(E-E_0)$ and Newton's step is $\delta E\approx E-E_0$: it points away from the pole and doubles the distance to it, so a start very close to the pole needs several steps to leave it, and a small $|\delta E|$ there does not signal convergence. At the eigenvalue the outermost turning point lies beyond the last node, so $G(r_m)\ne0$ and the zero of $D$ is separated from the poles. Without the node test, \eqref{update} may converge to another level of the same $\kappa$, either because the guess lies on a different branch or because a Newton step jumps across a pole. Because 2s lies above the 2p levels here, states must be labelled by $\kappa$ and node count and not by their order in energy.

The physical limits are reached long before the numerical ones. Equation \eqref{Pi} is first order in the nuclear field, and the next term, the Wichmann--Kroll potential of order $\alpha(Z\alpha)^3$, is formally suppressed only by $(Z\alpha)^2=0.36$; its size is not computed here. A static spherical $\rho$ ignores virtual excitation of the nucleus by the muon, and it is inadequate for a deformed nucleus whose rotational energies are comparable to the 2p splitting. The scheme as written also assumes a spin-$\frac12$ particle with electromagnetic coupling only: a pion or kaon needs the Klein--Gordon equation, and any hadron in an orbit that overlaps the nucleus feels an absorptive strong interaction, for which $E$ is complex and the monotonicity of $D(E)$ no longer holds.

\section*{Table of computed values}
\begin{verbatim}
Z = 82, c = 6.6 fm, t = 2.3 fm, a = 0.52339 fm
hbar c = 197.3270 MeV fm, 1/alpha = 137.0360
muon mass = 105.6584 MeV, nuclear mass (208 u) = 193751 MeV
reduced mass m = 105.6008 MeV
Z alpha = 0.59838, gamma = 0.80121, Z alpha hc = 118.0771 MeV fm
muon Bohr radius = 3.1228 fm, lambda_e = 386.159 fm
rho0 = 7.81858e-04 fm^-3, rms charge radius = 5.4700 fm
grid: r = 0.0001 to 150.0 fm, N = 4000 steps, step in ln r = 0.00356
r = 0.0001 fm: V_F = -25.7902 MeV, V_U = -0.12605 MeV
r = 6.6 fm: V_F = -17.5837 MeV, V_U = -0.07693 MeV
r = 20.0 fm: V_F = -5.9039 MeV, V_U = -0.01537 MeV
chi2(0) = 0.88357293 (dimensionless)
1s nonrelativistic point binding = 18.9058 MeV
binding (MeV): point | Fermi | Fermi+Uehling | Uehling shift
1s: 20.99235 | 10.55867 | 10.62623 | 0.06756
2s: 5.38541 | 3.58707 | 3.60651 | 0.01944
2p1/2: 5.38541 | 4.78670 | 4.81916 | 0.03247
2p3/2: 4.83724 | 4.60311 | 4.63301 | 0.02990
1s ratio to point: Fermi 0.5030, with Uehling 0.5062
1s binding, Fermi+Uehling = 390507 Hartree
1s Uehling share of binding = 0.636 percent
2p1/2 -> 1s = 5.8071 MeV, 2p3/2 -> 1s = 5.9932 MeV
2p fine structure = 0.1862 MeV
point 1s error at N=500: 0.0e+00 MeV
point 2s: B(500)-B(1000) = -1.81e-07 MeV, B(1000)-B(2000) = -1.13e-08 MeV
ratio of differences = 16.0 (dimensionless)
matching radius 1s = 11.153 fm
update residual: 6.357e-05 MeV (error 0.02), 1.588e-05 MeV (error 0.01)
matrix 1s: h=0.04 fm 10.6262343 MeV, h=0.02 fm 10.6262316 MeV
matrix extrapolated 10.6262307 MeV, shooting 10.6262307 MeV
virial: <beta> = 0.951575, <V> = -15.80981 MeV, <rV'> = 10.36490 MeV
E(1s, Fermi) = 95.04212 MeV, virial sum = 95.04212 MeV
first-order Uehling shift = 0.06747 MeV
2 alpha/(3 pi) = 0.001549, d* = 6.262 fm, log bracket = 2.7112
log term = 0.06638 MeV, linear term = 0.00112 MeV
log + linear term = 0.06749 MeV
muon rms radius = 9.166 fm, rms separation = 10.674 fm
log term with rms separation instead of d* = 0.05332 MeV
probability inside c = 0.399
size shift: true 10.434 MeV, first order 25.276 MeV
sphere R = 7.062 fm, depth = 25.081 MeV, hbar omega = 11.119 MeV
oscillator estimate of 1s binding = 8.402 MeV
nucleus scaled by 0.5: 1s binding = 14.28767 MeV
nucleus scaled by 0.1: 1s binding = 19.73265 MeV
nucleus scaled by 0.004: 1s binding = 20.98218 MeV
nucleus scaled by 0.002: 1s binding = 20.98898 MeV
small-size exponent = 1.5914, 2 gamma = 1.6024
c = 6.7 fm: 1s Fermi binding = 10.4858 MeV, change -0.0729 MeV
\end{verbatim}
